# Spin projection after UHF and the slope at the Coulson-Fischer point: a numerical check

```python
"""
Result under test: singlet projection of a converged UHF determinant (PAV)
gives an energy curve with a slope jump at the Coulson-Fischer point,
    jump = -(E_T - E_RHF) * dw/dlambda   (broken-symmetry side),
while minimizing the projected energy itself (VAP) gives no jump there.
Symbols: t hopping, U on-site repulsion, R bond length, w triplet weight of
the UHF determinant, E_T energy of the triplet that drives the instability,
theta angle mixing bonding and antibonding orbitals (+ for alpha, - for beta),
y = cos(2 theta), K exchange integral.
Models: Hubbard dimer with t(R) and a smooth repulsion; 4-site Hubbard chain.
"""
from itertools import combinations
import numpy as np
from scipy.optimize import minimize, minimize_scalar, root, brentq


def lift(h, n):
    """One-body matrix h acting on n = 1 or 2 same-spin electrons."""
    if n == 1:
        return h.copy()
    d = np.eye(len(h))
    pairs = list(combinations(range(len(h)), 2))
    return np.array([[h[i, k]*d[j, l] + d[i, k]*h[j, l]
                      - h[i, l]*d[j, k] - d[i, l]*h[j, k]
                      for k, l in pairs] for i, j in pairs])


def build_model(sites):
    """Hopping (t=1), double occupancy, singlet and triplet projectors."""
    n = sites // 2
    hop = -(np.eye(sites, k=1) + np.eye(sites, k=-1))
    lifted = lift(hop, n)
    one = np.eye(len(lifted))
    hopping = np.kron(lifted, one) + np.kron(one, lifted)
    double = np.zeros_like(hopping)
    spin2 = n*np.eye(len(hopping))
    for i in range(sites):
        for j in range(sites):
            e = np.zeros((sites, sites))
            e[i, j] = 1.0
            spin2 -= np.kron(lift(e, n), lift(e.T, n))
            if i == j:
                double += np.kron(lift(e, n), lift(e, n))
    values, vectors = np.linalg.eigh(spin2)
    v0 = vectors[:, abs(values) < 1e-8]
    v1 = vectors[:, abs(values - 2) < 1e-8]
    return hop, hopping, double, v0 @ v0.T, v1 @ v1.T, spin2


def expect(v, m):
    return (v @ m @ v)/(v @ v)


# ---------------------------------------------------------------- dimer
_, hop2, dbl2, sing2, trip2, _ = build_model(2)
g = np.array([1.0, 1.0])/np.sqrt(2)
u = np.array([1.0, -1.0])/np.sqrt(2)


def dimer_state(a, b):
    return np.outer(np.cos(a)*g + np.sin(a)*u,
                    np.cos(b)*g + np.sin(b)*u).ravel()


def best_angle(H, project):
    def energy(th):
        v = dimer_state(th, -th)
        return expect(sing2 @ v if project else v, H)
    return minimize_scalar(energy, bounds=(0, np.pi/4), method='bounded',
                           options={'xatol': 1e-12}).x


def dimer_energies(t, U):
    """RHF, UHF, PAV, VAP energies, all from explicit states."""
    H = t*hop2 + U*dbl2
    th = best_angle(H, False)
    v = dimer_state(th, -th)
    tv = best_angle(H, True)
    return np.array([expect(dimer_state(0, 0), H), expect(v, H),
                     expect(sing2 @ v, H),
                     expect(sing2 @ dimer_state(tv, -tv), H)])


def dimer_formulas(t, U):
    y = min(1.0, 2*t/U)
    return np.array([-2*t + U/2, -2*t*y + U*y*y/2,
                     (U*y*y - 4*t*y)/(1 + y*y),
                     (U - np.sqrt(U*U + 16*t*t))/2])


U, t0, R0, kappa, A = 4.0, 4.0, 1.0, 1.0, 5.0   # eV, eV, A, 1/A, eV


def hopping_at(R):
    return t0*np.exp(-kappa*(R - R0))


def curves(R):
    t = hopping_at(R)
    return dimer_energies(t, U) + A*(t/t0)**2


for t in (0.3, 1.0, 1.7, 2.5, 4.0):
    H = t*hop2 + U*dbl2
    numeric = dimer_energies(t, U)
    assert np.allclose(numeric, dimer_formulas(t, U), atol=1e-6)
    assert abs(numeric[3] - np.linalg.eigvalsh(H)[0]) < 1e-8
    # independent alpha and beta angles give nothing lower
    for proj, ref in ((np.eye(4), numeric[1]), (sing2, numeric[3])):
        low = min(minimize(lambda x: expect(proj @ dimer_state(*x), H),
                           s).fun for s in ([.5, -.3], [.1, .2], [1., -.9]))
        assert abs(low - ref) < 1e-6


def rhf_curvature(t):
    H, h = t*hop2 + U*dbl2, 0.02
    e0, e1, e2 = (expect(dimer_state(x, -x), H) for x in (0, h, 2*h))
    return (16*(e1 - e0) - (e2 - e0))/(12*h*h)


t_cf = brentq(rhf_curvature, 1.0, 3.5)
assert abs(t_cf - U/2) < 1e-5
R_cf = R0 + np.log(t0/(U/2))/kappa


def side_slope(f, x, side, h=2e-3):
    return side*(-3*f(x) + 4*f(x + side*h) - f(x + 2*side*h))/(2*h)


left = side_slope(curves, R_cf, -1)
right = side_slope(curves, R_cf, +1)
jump = right - left
# angle noise of the flat UHF minimum near onset limits slopes to about 1e-3
assert abs(jump[2] + kappa*U/2) < 3e-3
assert abs(jump[1]) < 1e-3 and abs(jump[3]) < 1e-3


def triplet_weight(R):
    th = best_angle(hopping_at(R)*hop2 + U*dbl2, False)
    v = dimer_state(th, -th)
    return expect(v, trip2)


dw_dR = side_slope(triplet_weight, R_cf, +1)
H_cf = (U/2)*hop2 + U*dbl2
gap_T = (expect(trip2 @ dimer_state(0.3, -0.3), H_cf)
         - expect(dimer_state(0, 0), H_cf))
assert abs(jump[2] + gap_T*dw_dR) < 5e-3


def curve_minimum(k, lo, hi):
    r = minimize_scalar(lambda R: curves(R)[k], bounds=(lo, hi),
                        method='bounded', options={'xatol': 1e-7})
    return r.x, r.fun


pav_in = curve_minimum(2, 1.0, R_cf)
pav_out = curve_minimum(2, R_cf, 3.0)
vap_min = curve_minimum(3, 1.0, 2.5)
t_out = np.sqrt((np.sqrt(4*U**3*t0**2/A) - U*U)/4)
assert abs(pav_out[0] - (R0 + np.log(t0/t_out)/kappa)) < 2e-3
scan = np.array([curves(R) for R in np.arange(1.0, 4.0, 0.02)])
count = [int(np.sum((c[1:-1] < c[:-2]) & (c[1:-1] < c[2:]))) for c in scan.T]
assert count[2] == 2 and count[3] == 1
at_cf = curves(R_cf)
far_t = U/100
far = dimer_energies(far_t, U)/(-4*far_t**2/U)
assert abs(far[2] - 1) < 2e-3 and abs(far[3] - 1) < 2e-3
assert abs(far[1] - 0.5) < 1e-3
y_vap = np.cos(2*best_angle(H_cf, True))
assert abs(2*(U/2)*y_vap**2 + U*y_vap - 2*(U/2)) < 1e-5

# ---------------------------------------------------------------- chain, t = 1
hop4, hopping4, dbl4, sing4, trip4, spin4 = build_model(4)
P_, Q_ = np.array(list(combinations(range(4), 2))).T


def chain_state(Ca, Cb):
    def minors(C):
        return C[P_, 0]*C[Q_, 1] - C[P_, 1]*C[Q_, 0]
    return np.outer(minors(Ca), minors(Cb)).ravel()


eps, phi = np.linalg.eigh(hop4)
rhf_state = chain_state(phi[:, :2], phi[:, :2])
response = np.zeros((4, 4))
for o in (0, 1):
    for v in (2, 3):
        rho = phi[:, o]*phi[:, v]
        response += 2*np.outer(rho, rho)/(eps[v] - eps[o])
strength, modes = np.linalg.eigh(response)
U_c, mode = 1/strength[-1], modes[:, -1]


def chain_uhf(size):
    """UHF solution whose spin-density component along the mode is size."""
    def orbitals(m, Ux, sign):
        return np.linalg.eigh(hop4 - sign*Ux*np.diag(m)/2)[1][:, :2]

    def residual(x):
        C = orbitals(x[:4], x[4], 1)
        return np.append(2*np.sum(C*C, axis=1) - 1 - x[:4],
                         x[:4] @ mode - size)
    x = root(residual, np.append(size*mode, 1.05*U_c), tol=1e-13).x
    assert np.max(abs(residual(x))) < 1e-10
    return x[4], chain_state(orbitals(x[:4], x[4], 1),
                             orbitals(x[:4], x[4], -1))


E_rhf_c = expect(rhf_state, hopping4 + U_c*dbl4)


def onset_rates(size):
    Ux, v = chain_uhf(size)
    assert Ux > U_c
    H = hopping4 + Ux*dbl4
    d = Ux - U_c
    return np.array([(expect(sing4 @ v, H) - E_rhf_c)/d,
                     expect(v, trip4)/d, (expect(v, H) - E_rhf_c)/d])


pav_right, dw_dU, uhf_right = (4*onset_rates(0.05) - onset_rates(0.1))/3
rhf_slope = expect(rhf_state, dbl4)
excite = np.zeros((4, 4))
for o in (0, 1):
    for v in (2, 3):
        amp = (phi[:, o]*phi[:, v]) @ mode/(eps[v] - eps[o])
        excite += amp*np.outer(phi[:, v], phi[:, o])
X = lift(excite, 2)
triplet = (np.kron(X, np.eye(6)) - np.kron(np.eye(6), X)) @ rhf_state
assert abs(expect(triplet, spin4) - 2) < 1e-10
chain_gap = expect(triplet, hopping4 + U_c*dbl4) - E_rhf_c
chain_jump = pav_right - rhf_slope
assert chain_gap > 0
assert abs(uhf_right - rhf_slope) < 1e-3
assert abs(chain_jump + chain_gap*dw_dU) < 2e-3*abs(chain_jump)

# projected energy falls as -2 K theta^2 from RHF, even well below the onset
U_low, th = 0.5*U_c, 0.01
H_low = hopping4 + U_low*dbl4
Ca, Cb = phi[:, :2].copy(), phi[:, :2].copy()
Ca[:, 1] = np.cos(th)*phi[:, 1] + np.sin(th)*phi[:, 2]
Cb[:, 1] = np.cos(th)*phi[:, 1] - np.sin(th)*phi[:, 2]
fall = (expect(sing4 @ chain_state(Ca, Cb), H_low)
        - expect(rhf_state, H_low))/th**2
K = U_low*np.sum(phi[:, 1]**2*phi[:, 2]**2)
assert abs(fall + 2*K) < 2e-3*K


def chain_minimum(Ux, proj):
    """Lowest (projected) energy over all real alpha and beta orbitals."""
    H = hopping4 + Ux*dbl4
    rng = np.random.default_rng(3)
    field = 0.5*np.diag([1., -1., 1., -1.])
    guess = np.concatenate([np.linalg.eigh(hop4 - s*field)[1][:, :2].ravel()
                            for s in (1, -1)])

    def state(x):
        return proj @ chain_state(x[:8].reshape(4, 2), x[8:].reshape(4, 2))
    runs = [minimize(lambda x: expect(state(x), H),
                     guess + s*rng.normal(size=16), method='BFGS',
                     jac='3-point', options={'gtol': 1e-8, 'maxiter': 400})
            for s in (0.0, 0.2, 0.2)]
    best = min(runs, key=lambda r: r.fun)
    return best.fun, expect(state(best.x), dbl4)


U_big, v_big = chain_uhf(0.6)
H_big = hopping4 + U_big*dbl4
E_uhf_big, E_pav_big = expect(v_big, H_big), expect(sing4 @ v_big, H_big)
assert abs(chain_minimum(U_big, np.eye(36))[0] - E_uhf_big) < 1e-6
E_vap_big = chain_minimum(U_big, sing4)[0]
E_fci_big = np.linalg.eigvalsh(H_big)[0]
assert E_fci_big - 1e-9 < E_vap_big < E_pav_big < E_uhf_big
change = [chain_minimum(U_c + d, sing4)[1] - chain_minimum(U_c - d, sing4)[1]
          for d in (0.04, 0.02)]
assert abs(change[0]/change[1] - 2) < 0.1
assert abs(change[1]) < 0.1*abs(chain_jump)

# ---------------------------------------------------------------- output
print(f"Dimer: U={U} eV, t0={t0} eV, A={A} eV")
print(f"R0={R0} Angstrom, kappa={kappa} 1/Angstrom")
print(f"onset: t={t_cf:.4f} eV, R={R_cf:.4f} Angstrom")
print("R/Angstrom  t/eV  E/eV: RHF UHF PAV VAP")
for R in (1.2, 1.5, R_cf, 1.8, 2.0, 2.5, 3.0):
    print(f"{R:.4f} {hopping_at(R):.4f} "
          + " ".join(f"{e:+.4f}" for e in curves(R)))
print("slopes dE/dR at onset, eV/Angstrom: left, right, jump")
for k, name in ((1, "UHF"), (2, "PAV"), (3, "VAP")):
    print(f"{name} {left[k]:+.3f} {right[k]:+.3f} {jump[k]:+.3f}")
print(f"E_T-E_RHF at onset = {gap_T:.4f} eV")
print(f"dw/dR just beyond onset = {dw_dR:.3f} 1/Angstrom")
print(f"-(E_T-E_RHF) dw/dR = {-gap_T*dw_dR:.3f} eV/Angstrom")
print(f"y of VAP at onset = {y_vap:.4f} (UHF: 1)")
print(f"PAV inner minimum: R={pav_in[0]:.3f} Angstrom, E={pav_in[1]:.4f} eV")
print(f"PAV outer minimum: R={pav_out[0]:.3f} Angstrom, E={pav_out[1]:.4f} eV")
print(f"PAV cusp above outer minimum = {at_cf[2]-pav_out[1]:.4f} eV")
print(f"VAP minimum: R={vap_min[0]:.3f} Angstrom, E={vap_min[1]:.4f} eV")
print(f"number of minima on scan: PAV {count[2]}, VAP {count[3]}")
print(f"E/(-4t^2/U) at t=U/100: UHF {far[1]:.4f}, "
      f"PAV {far[2]:.4f}, VAP {far[3]:.4f}")
print("Chain of 4 sites, energies in units of t")
print(f"onset U_c = {U_c:.4f} t")
print(f"dE/dU at onset: RHF {rhf_slope:.4f}, UHF right {uhf_right:.4f}")
print(f"dE/dU at onset: PAV right {pav_right:.4f}, jump {chain_jump:.4f}")
print(f"E_T-E_RHF = {chain_gap:.4f} t, dw/dU = {dw_dU:.4f} 1/t")
print(f"-(E_T-E_RHF) dw/dU = {-chain_gap*dw_dU:.4f}")
print(f"VAP slope change over U_c +- 0.04 t: {change[0]:.5f}")
print(f"VAP slope change over U_c +- 0.02 t: {change[1]:.5f}")
print(f"at U={U_low:.4f} t: projected fall/theta^2 = {fall:.4f} t")
print(f"at U={U_low:.4f} t: -2K = {-2*K:.4f} t")
print(f"at U={U_big:.4f} t: UHF {E_uhf_big:.5f}, PAV {E_pav_big:.5f} t")
print(f"at U={U_big:.4f} t: VAP {E_vap_big:.5f}, full CI {E_fci_big:.5f} t")
print("success")
```

Running it gives:

```
Dimer: U=4.0 eV, t0=4.0 eV, A=5.0 eV
R0=1.0 Angstrom, kappa=1.0 1/Angstrom
onset: t=2.0000 eV, R=1.6931 Angstrom
R/Angstrom  t/eV  E/eV: RHF UHF PAV VAP
1.2000 3.2749 -1.1982 -1.1982 -1.1982 -1.4968
1.5000 2.4261 -1.0128 -1.0128 -1.0128 -1.4089
1.6931 2.0000 -0.7500 -0.7500 -0.7500 -1.2221
1.8000 1.7973 -0.5851 -0.6057 -0.7776 -1.1041
2.0000 1.4715 -0.2664 -0.4060 -0.7282 -0.8816
2.5000 0.8925 +0.4639 -0.1494 -0.4154 -0.4318
3.0000 0.5413 +1.0089 -0.0549 -0.1815 -0.1827
slopes dE/dR at onset, eV/Angstrom: left, right, jump
UHF +1.500 +1.500 -0.000
PAV +1.500 -0.500 -2.000
VAP +1.078 +1.078 -0.000
E_T-E_RHF at onset = 2.0000 eV
dw/dR just beyond onset = 1.000 1/Angstrom
-(E_T-E_RHF) dw/dR = -2.000 eV/Angstrom
y of VAP at onset = 0.6180 (UHF: 1)
PAV inner minimum: R=1.223 Angstrom, E=-1.2000 eV
PAV outer minimum: R=1.812 Angstrom, E=-0.7779 eV
PAV cusp above outer minimum = 0.0279 eV
VAP minimum: R=1.275 Angstrom, E=-1.5125 eV
number of minima on scan: PAV 2, VAP 1
E/(-4t^2/U) at t=U/100: UHF 0.5000, PAV 0.9996, VAP 0.9996
Chain of 4 sites, energies in units of t
onset U_c = 1.7082 t
dE/dU at onset: RHF 1.0000, UHF right 1.0000
dE/dU at onset: PAV right 0.4373, jump -0.5627
E_T-E_RHF = 0.7052 t, dw/dU = 0.7980 1/t
-(E_T-E_RHF) dw/dU = -0.5627
VAP slope change over U_c +- 0.04 t: -0.01534
VAP slope change over U_c +- 0.02 t: -0.00767
at U=0.8541 t: projected fall/theta^2 = -0.5122 t
at U=0.8541 t: -2K = -0.5125 t
at U=1.8585 t: UHF -2.62060, PAV -2.69666 t
at U=1.8585 t: VAP -2.91834, full CI -2.96375 t
success
```
